# The weak-field Hall effect of cubic metals from Fermi-surface curvature, part 1

(Sections cited here and not found follow in the second part.)

## First half: the field as a derivative along the Fermi surface

A model fcc metal holds one electron per atom in one band, and its Fermi surface touches the zone boundary through eight half-necks. Its density is $8.50\times10^{22}$ cm$^{-3}$. Free electrons of that density have a Hall coefficient of $-7.34\times10^{-11}$ m$^3$/C. The model gives $-5.96\times10^{-11}$ m$^3$/C if every electron has the same relaxation time, and $-3.80\times10^{-11}$ m$^3$/C if every electron has the same mean free path. The number of electrons and the Fermi surface are the same in the last two cases. The Hall coefficient therefore measures something other than a density, and the task is to find what it measures.

### Conventions and the Boltzmann equation

Electrons have charge $-e$, with $e>0$, and occupy a single band $\varepsilon(\mathbf k)$ with two spin states. The velocity is $\mathbf v=\nabla\varepsilon/\hbar$, where $\nabla$ acts in $\mathbf k$-space. The unit vector $\mathbf n=\mathbf v/|\mathbf v|$ is normal to the Fermi surface and points towards higher energy. Between collisions

$$\hbar\dot{\mathbf k}=-e(\mathbf E+\mathbf v\times\mathbf B).$$

This leaves out interband motion and any Berry-curvature term in the velocity. Collisions are described by a relaxation time $\tau(\mathbf k)$, which may vary over the surface. The mean free path is the vector $\mathbf l=\tau\mathbf v=l\,\mathbf n$, of length $l=\tau|\mathbf v|$.

In a uniform steady state the distribution $f$ obeys $\dot{\mathbf k}\cdot\nabla f=-(f-f_0)/\tau$. Write $f=f_0+(-f_0')\varphi$, where $f_0'$ is the energy derivative of the equilibrium distribution, and keep terms linear in $\mathbf E$. The electric force acts on $f_0$ and gives

$$-\frac e\hbar\mathbf E\cdot\nabla f_0=-e\,\mathbf E\cdot\mathbf v\,f_0'=(-f_0')\,e\,\mathbf E\cdot\mathbf v .$$

The magnetic force does nothing to $f_0$, because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. For the same reason it does not differentiate the factor $-f_0'$, which depends on energy alone. That factor cancels, leaving

$$e\,\mathbf E\cdot\mathbf v-\frac e\hbar(\mathbf v\times\mathbf B)\cdot\nabla\varphi=-\frac{\varphi}{\tau},$$

or

$$\varphi=-e\,\mathbf E\cdot\mathbf l+\frac{e\tau}{\hbar}(\mathbf v\times\mathbf B)\cdot\nabla\varphi .$$

For a weak field this is solved by iteration. The zeroth term is $\varphi_0=-e\mathbf E\cdot\mathbf l$. Putting it into the magnetic term gives

$$\varphi_1=-\frac{e^2}{\hbar}(\mathbf l\times\mathbf B)\cdot\nabla(\mathbf E\cdot\mathbf l).$$

### The current as a surface integral

With spin included, the current density is

$$\mathbf j=-\frac{2e}{8\pi^3}\int d^3k\,\mathbf v\,(-f_0')\varphi .$$

For degenerate electrons $-f_0'$ is a delta function at the Fermi level. Two neighbouring constant-energy surfaces are separated by $d\varepsilon/(\hbar|\mathbf v|)$, so $d^3k=dS\,d\varepsilon/(\hbar|\mathbf v|)$ and

$$j_i=-\frac{e}{4\pi^3\hbar}\int dS\,n_i\,\varphi .$$

With $\varphi_0$ this becomes $j_i=(e^2/4\pi^3\hbar)\int dS\,l\,n_in_jE_j$, repeated indices being summed. In a cubic metal the tensor $\int l\,n_in_j\,dS$ is a multiple of the unit tensor. Its trace is $\int l\,dS$, since $\mathbf n$ is a unit vector, so each diagonal element is one third of that:

$$\sigma_0=\frac{e^2}{12\pi^3\hbar}\int l\,dS .$$

With $\varphi_1$, the two minus signs cancel and the part of the conductivity linear in $\mathbf B$ is

$$\sigma^{(1)}_{ij}=\frac{e^3}{4\pi^3\hbar^2}\int dS\;l\,n_i\,D(l\,n_j),\qquad D=(\mathbf n\times\mathbf B)\cdot\nabla .$$

The vector $\mathbf n\times\mathbf B$ is perpendicular to $\mathbf n$. Hence $D$ differentiates along the Fermi surface, as it must, since a magnetic field does not change the energy of an electron.

### Why the gradient of the mean free path drops out

Split the integrand into parts symmetric and antisymmetric in $i,j$. The symmetric part is

$$\tfrac12\left[l n_iD(l n_j)+l n_jD(l n_i)\right]=\tfrac12D(l^2n_in_j).$$

The integral of $DF$ over the Fermi surface vanishes for any smooth periodic $F$. To see this, use the cyclic property of the triple product for constant $\mathbf B$:

$$(\mathbf n\times\mathbf B)\cdot\nabla F=\mathbf n\cdot(\mathbf B\times\nabla F)=-\mathbf n\cdot\nabla\times(F\mathbf B).$$

By Stokes' theorem the surface integral of the right-hand side reduces to line integrals along the edges of the surface. A closed surface has no edge. A surface with necks is cut by the zone faces, but each edge has a partner displaced by a reciprocal-lattice vector, where $F$ has the same value and the edge is traversed the opposite way. The contributions cancel in pairs.

In the antisymmetric part the terms containing $Dl$ cancel directly:

$$\tfrac12\left[l n_iD(l n_j)-l n_jD(l n_i)\right]=\tfrac12\,l^2\left(n_iDn_j-n_jDn_i\right).$$

So $l$ may vary over the surface in any smooth way, yet its gradient is absent. What remains is the turning of the normal. The bracket is an element of a vector product, $n_iDn_j-n_jDn_i=\epsilon_{ijk}(\mathbf n\times D\mathbf n)_k$, where $\epsilon_{ijk}$ is the antisymmetric symbol with $\epsilon_{xyz}=1$. Therefore

$$\sigma^{(1)}_{ij}=\frac{e^3}{8\pi^3\hbar^2}\,\epsilon_{ijk}\int dS\,l^2(\mathbf n\times D\mathbf n)_k .$$

### The turning of the normal is curvature

Let $g=|\nabla\varepsilon|$, so that $\mathbf n=\nabla\varepsilon/g$, and let $K$ be the symmetric matrix of second derivatives of $\varepsilon$. Move along a tangent vector $\mathbf u$. Then $\nabla\varepsilon$ changes at the rate $K\mathbf u$, and its length $g$ at the rate $\mathbf n\cdot K\mathbf u$. The quotient rule gives

$$(\mathbf u\cdot\nabla)\mathbf n=\frac{K\mathbf u-\mathbf n(\mathbf n\cdot K\mathbf u)}{g}=W\mathbf u,\qquad W=\frac{PKP}{g},$$

where $P=1-\mathbf n\mathbf n$ projects on the tangent plane. The matrix $W$ is symmetric, so it has two perpendicular tangent eigenvectors $\mathbf t_1,\mathbf t_2$. Its eigenvalues $\kappa_1,\kappa_2$ are the principal curvatures. On a sphere of occupied states with radius $k_F$, the normal is $\mathbf k/k_F$ and both equal $1/k_F$. The mean curvature is

$$H=\frac{\kappa_1+\kappa_2}{2}=\frac{\operatorname{tr}K-\mathbf n\cdot K\mathbf n}{2g}.$$

It has the dimension of a length, because the surface lies in $\mathbf k$-space.

Choose $\mathbf t_1\times\mathbf t_2=\mathbf n$, so that $\mathbf n\times\mathbf t_1=\mathbf t_2$ and $\mathbf n\times\mathbf t_2=-\mathbf t_1$. With $B_1=\mathbf B\cdot\mathbf t_1$ and $B_2=\mathbf B\cdot\mathbf t_2$,

$$\mathbf n\times\mathbf B=B_1\mathbf t_2-B_2\mathbf t_1,$$
$$D\mathbf n=W(\mathbf n\times\mathbf B)=\kappa_2B_1\mathbf t_2-\kappa_1B_2\mathbf t_1,$$
$$\mathbf n\times D\mathbf n=-\kappa_2B_1\mathbf t_1-\kappa_1B_2\mathbf t_2 .$$

Hence, for any crystal symmetry within the stated transport model,

$$\sigma^{(1)}_{ij}=-\frac{e^3}{8\pi^3\hbar^2}\epsilon_{ijk}M_{km}B_m,\qquad M=\int dS\,l^2(\kappa_2\mathbf t_1\mathbf t_1+\kappa_1\mathbf t_2\mathbf t_2).$$

Cubic symmetry now enters for the second time. Both $\varepsilon$ and $\tau$ must have it. The threefold rotation that permutes $x,y,z$ makes the three diagonal elements of the symmetric tensor $M$ equal. The twofold rotation about $z$ changes the signs of $M_{xz}$ and $M_{yz}$, which must therefore vanish, and the permutation then removes $M_{xy}$. Each diagonal element is one third of the trace, and the trace is $\int l^2(\kappa_1+\kappa_2)dS=2\int l^2H\,dS$. For $\mathbf B$ along $z$ this gives Tsuji's formula:

$$\boxed{\;\sigma_{xy}=-\frac{e^3B}{12\pi^3\hbar^2}\int l^2H\,dS\;}$$

The Hall coefficient is $R_H=E_y/(j_xB)$ with $j_y=0$. The condition $0=\sigma_{yx}E_x+\sigma_0E_y$ and $\sigma_{yx}=-\sigma_{xy}$ give $E_y=\sigma_{xy}E_x/\sigma_0$. To lowest order $j_x=\sigma_0E_x$, so

$$R_H=\frac{\sigma_{xy}}{B\sigma_0^2}=-\frac{12\pi^3}{e}\,\frac{\int l^2H\,dS}{\left(\int l\,dS\right)^2}.$$

For a sphere with constant $l$ the integrals are $4\pi k_Fl^2$ and $4\pi k_F^2l$. Their combination is $R_H=-3\pi^2/(ek_F^3)=-1/(\rho_ee)$, where $\rho_e=k_F^3/3\pi^2$ is the electron density. The density appears here because a sphere's curvature is tied to its volume. A general surface has no such tie. Multiplying $l$ by a constant leaves $R_H$ unchanged, but changing its distribution over the surface in general does not.

### The necked band

The example uses

$$\varepsilon=-4t_1(c_xc_y+c_yc_z+c_zc_x)-2t_2\sum_i\cos k_ia,\qquad c_i=\cos(k_ia/2),$$

with $a=0.361$ nm, $t_1=0.80$ eV and $t_2/t_1=0.1516$. The first two are rough copper-like choices. The ratio is fixed by asking for a neck radius of 0.190 times the free-electron radius $k_F=13.60$ nm$^{-1}$, again a rough copper-like value, with the band half filled.

The neck surrounds the point L, at $(\pi,\pi,\pi)/a$. Put $\mathbf k=\mathbf k_L+\mathbf q$, with $q_\parallel$ along the neck axis and $q_\perp$ perpendicular to it. To lowest order $c_i=-\sin(q_ia/2)\simeq-q_ia/2$. Since $\sum_iq_i=\sqrt3\,q_\parallel$,

$$\sum_{i<j}q_iq_j=\tfrac12\left[3q_\parallel^2-(q_\parallel^2+q_\perp^2)\right]=q_\parallel^2-\tfrac12q_\perp^2 .$$

Also $\cos k_ia=-\cos q_ia\simeq-1+q_i^2a^2/2$. Collecting terms gives

$$\varepsilon\simeq6t_2+\beta q_\perp^2-\gamma q_\parallel^2,\quad \beta=\left(\tfrac12t_1-t_2\right)a^2,\quad \gamma=(t_1+t_2)a^2 .$$

At the waist, $q_\parallel=0$, one has $g=2\beta q_\perp$. The second derivative is $2\beta$ around the neck and $-2\gamma$ along it. The curvatures are therefore $1/q_\perp$ and $-(\gamma/\beta)/q_\perp$, and their sum is negative if $\gamma>\beta$. A neck with $\gamma<\beta$ would have positive mean curvature, so being a neck does not by itself settle the sign.

Here $q_\perp=0.190\times13.60=2.58$ nm$^{-1}$ and $\gamma/\beta=1.1516/0.3484=3.31$. The expansion predicts $0.387$ nm and $-1.28$ nm. The full band gives $0.386$ nm and $-1.308$ nm, hence $H=\tfrac12(0.386-1.308)=-0.461$ nm. On the free sphere $H$ would be $0.0735$ nm.

For a constant $\tau=25$ fs the surface integrals are

$$\int l\,dS=5.079\times10^4\ \text{nm}^{-1},\qquad \int l^2H\,dS=6.621\times10^4\ \text{nm}.$$

With $e^2/(12\pi^3\hbar)=6.542\times10^{-7}$ S, the first gives $\sigma_0=3.32\times10^7$ S/m, or $3.32\times10^5$ S/cm. At $B=1$ T, $eB/\hbar=1.519\times10^{15}$ m$^{-2}$, so

$$\sigma_{xy}=-(6.542\times10^{-7})(1.519\times10^{15})(6.621\times10^{-5})\ \text{S/m}=-6.58\times10^4\ \text{S/m}.$$

Then, with more digits kept in $\sigma_0$, $R_H=-6.58\times10^4/(3.3225\times10^7)^2=-5.96\times10^{-11}$ m$^3$/C, or $-5.96\times10^{-5}$ cm$^3$/C. This is 0.812 of the free-electron value.

## Second half: the area swept by the mean free path

The symbols carried over are these. Electrons have charge $-e$, velocity $\mathbf v=\nabla\varepsilon/\hbar$, outward Fermi-surface normal $\mathbf n$, relaxation time $\tau(\mathbf k)$ and vector mean free path $\mathbf l=\tau\mathbf v=l\mathbf n$. The matrix $W$ gives the change of the normal, $W\mathbf u$, per unit step along a tangent vector $\mathbf u$; its trace is $2H$, twice the mean curvature. The first half found $\sigma_{xy}=-(e^3B/12\pi^3\hbar^2)\int l^2H\,dS$ and $R_H=\sigma_{xy}/(B\sigma_0^2)$. The same formula is now obtained from the histories of individual electrons.

### What an electron remembers

Take the electrons found at $\mathbf k$ at time $t$. The probability that one of them has had no collision since time $t'$ is

$$p(t,t')=\exp\left[-\int_{t'}^{t}\frac{dt''}{\tau(\mathbf k(t''))}\right],$$

evaluated along the orbit that leads to $\mathbf k$. Assume that each collision returns electrons to the equilibrium distribution at their energy at that moment. Since its last collision at $t'$, an electron has gained from the electric field the energy

$$w(t')=-e\,\mathbf E\cdot\int_{t'}^{t}\mathbf v(t'')\,dt'' .$$

An electron now at energy $\varepsilon$ was thus placed there with the occupation $f_0(\varepsilon-w)\simeq f_0+(-f_0')w$. The last collision fell in the interval $dt'$ with probability $(\partial p/\partial t')dt'$. Averaging $w$ and integrating by parts gives

$$\int_{-\infty}^{t}\frac{\partial p}{\partial t'}\,w\,dt'=-\int_{-\infty}^{t}p\,\frac{dw}{dt'}\,dt'=-e\,\mathbf E\cdot\boldsymbol\Lambda,\qquad \boldsymbol\Lambda=\int_{-\infty}^{t}p(t,t')\,\mathbf v(t')\,dt' .$$

The boundary terms vanish because $w=0$ at $t'=t$ and $p\to0$ in the distant past. The last sign follows from $dw/dt'=+e\mathbf E\cdot\mathbf v(t')$. So $f-f_0=(-f_0')(-e\mathbf E\cdot\boldsymbol\Lambda)$, where $\boldsymbol\Lambda$ is the mean displacement since the last collision. To first order in $\mathbf E$, the orbit inside $\boldsymbol\Lambda$ is the one in the magnetic field alone. Nothing has yet been assumed about the strength of $\mathbf B$, apart from the validity of semiclassical orbits.

The current $-2e\int d^3k\,\mathbf v(f-f_0)/8\pi^3$ gives

$$\sigma_{ij}=\frac{e^2}{4\pi^3}\int\frac{dS}{\hbar|\mathbf v|}\,v_i\Lambda_j .$$

This part has derived Tsuji's formula from the Boltzmann equation, applied it to a necked band, and expressed the conductivity through the mean displacement $\boldsymbol\Lambda$ since the last collision. It remains to recover the formula from $\boldsymbol\Lambda$ as an area swept by the mean free path, to compare the assumptions of the two derivations, and to examine why the model's Hall coefficient differs from the free-electron value and how the model compares with copper.

All numerical values are calculated from the stated model.
